# Why the exact photon propagator cannot fall faster than 1/Q²

## Question

Loop integrals in QED diverge partly because the free photon propagator falls only as \(1/q^2\). But that is the *free* propagator. Could the exact one, with all interactions included, fall as \(1/q^4\) and cure the divergences by itself?

Two things make me hopeful. The Pauli–Villars propagator \(1/q^2-1/(q^2-\Lambda^2)\) does fall that fast. And if I sum the chain of one-loop vacuum polarization bubbles, I get something that at enormous momentum falls slightly faster than \(1/q^2\). Is there a reason why the true propagator could not do the same?

## Answer

There is a reason, and both of your examples respect it: each contains a contribution of the wrong sign, which a theory with positive probabilities and positive energies does not have.

I use \(\hbar=c=m_e=1\), metric \((+,-,-,-)\), \(e^2=4\pi\alpha\), and spacelike momenta, \(Q^2=-q^2>0\). Let \(D(Q^2)\) be the coefficient of \(i g_{\mu\nu}\) in the photon propagator, so that a free photon has \(D=1/Q^2\). Terms proportional to \(q_\mu q_\nu\) depend on the gauge and drop out between conserved currents.

### Where positivity comes from

Assume Lorentz invariance, a vacuum of lowest energy, and physical states of positive norm. Assume also that the spectral density defined below, and any contact terms, grow no faster than a power of the momentum. Insert a complete set of physical states between two currents:

\[
S_{\mu\nu}(q)=(2\pi)^3\sum_n\delta^4(q-p_n)\,\langle0|j_\mu|n\rangle\langle n|j_\nu|0\rangle .
\]

Lorentz invariance and \(q^\mu S_{\mu\nu}=0\) leave one function of the squared mass \(\mu^2=q^2\):

\[
S_{\mu\nu}=\left(-g_{\mu\nu}+\frac{q_\mu q_\nu}{\mu^2}\right)J(\mu^2).
\]

In the rest frame of \(q\) this reads \(S_{ij}=\delta_{ij}J\). For \(i=j\) the sum consists of terms \(|\langle0|j_i|n\rangle|^2\), so \(J\ge0\).

The field equation \(\partial^\mu F_{\mu\nu}=j_\nu\) links this to the photon field. Between the vacuum and a state of mass \(\mu\) at rest, it gives \(-\mu^2\langle0|A_i|n\rangle=\langle0|j_i|n\rangle\); a gauge term would be proportional to \(p_i=0\). The spectral density of the field is therefore

\[
\rho(\mu^2)=\frac{J(\mu^2)}{\mu^4}\ge0 .
\]

Covariant gauges do contain unphysical states of negative norm, but they cannot help here: \(j_\mu\) is gauge invariant and creates only physical states from the vacuum.

Each mass contributes like a free particle, with time-ordered function \(1/(\mu^2-q^2)=1/(Q^2+\mu^2)\). Adding the one-photon states, with weight \(Z\ge0\),

\[
D(Q^2)=\frac{Z}{Q^2}+\int d\mu^2\,\frac{\rho(\mu^2)}{Q^2+\mu^2}. \tag{1}
\]

### The bound

Multiply (1) by \(Q^2\) and differentiate. Since \(\frac{d}{dQ^2}\frac{Q^2}{Q^2+\mu^2}=\frac{\mu^2}{(Q^2+\mu^2)^2}\),

\[
\frac{d}{dQ^2}\left(Q^2D\right)=\int d\mu^2\,\frac{\mu^2\rho(\mu^2)}{(Q^2+\mu^2)^2}\ge0 .
\]

So \(Q^2D\) never decreases. It is positive at some momentum and cannot later go to zero, which is what a fall faster than \(1/Q^2\) would require. If the field is normalized to unit photon residue, \(Z=1\), then \(D\ge1/Q^2\).

Heavy states cannot cancel the photon's tail; they add to it. At momenta far above \(\mu\), where \(1/(Q^2+\mu^2)\simeq1/Q^2\), a massive state looks like one more massless exchange of the same sign.

**What if the integral in (1) diverges?** If \(\rho\) grows no faster than a power of \(\mu^2\), as assumed, \(D\) is defined with a finite number \(n\) of subtractions, that is, up to a polynomial in \(t=Q^2\) of degree \(n-1\). Differentiating \(n\) times removes the polynomial:

\[
(-1)^nD^{(n)}(t)=\frac{n!\,Z}{t^{n+1}}+n!\int d\mu^2\frac{\rho}{(t+\mu^2)^{n+1}}\ge\frac{n!\,Z}{t^{n+1}} .
\]

Suppose \(D\to0\) at infinity. Because \(D^{(n)}\) has one sign, \(D^{(n-1)}\) is monotonic and has a limit; a nonzero limit would contradict \(D\to0\). We may therefore integrate from \(t\) to infinity:

\[
(-1)^{n-1}D^{(n-1)}(t)\ge\int_t^\infty ds\,\frac{n!\,Z}{s^{n+1}}=\frac{(n-1)!\,Z}{t^n}.
\]

Repeating this down to \(D\) itself gives \(D\ge Z/Q^2\) again. If the \(\rho\) term is kept in the same steps, they give back (1) itself, so \(Q^2D\) still never decreases, even for \(Z=0\). If instead \(D\) does not tend to zero, there is no fast fall to begin with. Either way, polynomial contact terms cannot make \(D\) fall faster than \(1/Q^2\). The power bound is needed. The function \(D=(t-\psi(t))\,e^{-t}\), with \(\psi\) the digamma function, has only positive residues, \(e^n\) at \(t=-n\) for \(n=0,1,2,\dots\), yet falls faster than any power; its weights grow exponentially, no finite \(n\) suffices, and the argument does not cover such a case.

### Does a strong interaction change this?

With the canonically normalized (bare) field, the equal-time commutator formally fixes the total weight, \(Z_3+\int\rho_{\rm bare}\,d\mu^2=1\), so \(Q^2D_{\rm bare}\to1\). "Formally", because in QED this needs a cutoff.

An oscillator with one coordinate shows the mechanism without that difficulty. Let \(H=p^2/2+x^2/2+x^4\), with excitation energies \(\omega_n\). Its propagator satisfies

\[
Q^2G(Q)=\sum_n 2\omega_n|\langle0|x|n\rangle|^2\frac{Q^2}{Q^2+\omega_n^2}.
\]

The total weight follows from \([H,x]=-ip\):

\[
\sum_n2\omega_n|\langle0|x|n\rangle|^2=\langle0|[x,[H,x]]|0\rangle=-i\langle0|[x,p]|0\rangle=1 .
\]

Numerically, \(Q^2G\) is 0.210, 0.962, 0.9996 and 0.999996 at \(Q=1,10,100,1000\). The quartic term moves weight among excitations but removes none.

### What vacuum polarization actually does

Take QED with electrons as the only charged particles; all numbers below refer to this theory. (The muon, of mass \(207\,m_e\), would raise the value 1.00941 at \(Q=1000\,m_e\) in the table below to 1.01073.) To first order in \(\alpha\), the massive states are then electron–positron pairs. Each particle has energy \(E=\mu/2\) and speed \(\beta=\sqrt{1-4/\mu^2}\). Three ingredients are needed.

- The spin sum. Current conservation removes the time component at rest, so the sum over the three spatial components is
\[
-\mathrm{Tr}[(\not p_1+1)\gamma^\mu(\not p_2-1)\gamma_\mu]=8p_1\!\cdot p_2+16=4(\mu^2+2),
\]
using \(p_1\!\cdot p_2=(\mu^2-2)/2\).
- The phase space with the factor \((2\pi)^3\) above, which is \(\beta/(16\pi^2)\).
- A factor \(1/3\) for one component, and \(e^2/\mu^4\) from the coupling and the field equation.

Their product is

\[
\rho=\frac{4\pi\alpha}{3\mu^4}\,\frac{\beta}{16\pi^2}\,4(\mu^2+2)
=\frac{\alpha}{3\pi\mu^2}\left(1+\frac{2}{\mu^2}\right)\sqrt{1-\frac4{\mu^2}} .
\]

This was tested against sums over explicit Dirac spinors. Now \(Q^2D=1+\Pi\), with \(\Pi=Q^2\int d\mu^2\rho/(Q^2+\mu^2)\). Using \(\mu^2=4/(1-\beta^2)\), so that \(d\mu^2/\mu^2=2\beta\,d\beta/(1-\beta^2)\),

\[
\Pi=\frac{\alpha Q^2}{3\pi}\int_0^1d\beta\,\frac{\beta^2(3-\beta^2)}{4+Q^2(1-\beta^2)} .
\]

Since \(\beta(3-\beta^2)/12\) is the antiderivative of \((1-\beta^2)/4\), an integration by parts (with vanishing boundary terms) and \(x=(1+\beta)/2\) turn this into

\[
\Pi=\frac{2\alpha}{\pi}\int_0^1dx\,x(1-x)\ln[1+x(1-x)Q^2].
\]

For small \(Q\), \(\Pi\simeq\alpha Q^2/(15\pi)\). For large \(Q\), the integrals \(\int x(1-x)dx=1/6\) and \(\int x(1-x)\ln[x(1-x)]dx=-5/18\) give

\[
\Pi\simeq\frac{\alpha}{3\pi}\left(\ln Q^2-\frac53\right). \tag{2}
\]

The dressed propagator falls more *slowly* than the free one. With \(\Lambda=100\,m_e\) for comparison, the values of \(Q^2D\) are:

| \(Q/m_e\) | free | one-loop | Pauli–Villars |
|---|---|---|---|
| 1 | 1 | 1.00014 | 0.9999 |
| 10 | 1 | 1.00232 | 0.9901 |
| 100 | 1 | 1.00584 | 0.5000 |
| 1000 | 1 | 1.00941 | 0.0099 |

### The price of Pauli–Villars

In the present variables,

\[
\frac1{Q^2}-\frac1{Q^2+\Lambda^2}=\frac{\Lambda^2}{Q^2(Q^2+\Lambda^2)} .
\]

The spectral weights are \(+1\) and \(-1\). Their sum vanishes, and with it the \(1/Q^2\) tail.

To see what weight \(-1\) means, take one mode of the second field: an oscillator with the overall sign of its Lagrangian reversed, \(L=-\frac12(\dot x^2-\omega^2x^2)\). Then \(p=-\dot x\) and \(H=-\frac12(p^2+\omega^2x^2)\). There are two ways to quantize it.

1. **Keep positive norms.** The energies are \(-(n+\frac12)\omega\), unbounded below.
2. **Keep positive excitation energies.** Write \(x=(b+\bar b)/\sqrt{2\omega}\), with \(b\) lowering the energy and \(\bar b\) its adjoint. Then \(p=-\dot x=i\sqrt{\omega/2}\,(b-\bar b)\), and \([x,p]=-i[b,\bar b]\). This must equal \(i\), so \([b,\bar b]=-1\). The one-quantum state has norm \(\langle0|b\bar b|0\rangle=-1\).

In the second case the correlation in imaginary time is \(-e^{-\omega|\tau|}/(2\omega)\), whose Fourier transform is \(-1/(Q^2+\omega^2)\): precisely the subtracted term. For \(\omega=2\) and \(Q=1.5\), the integral over the correlation gives \(-0.16=-1/6.25\).

So negative norm is one way out of the bound. Giving up the energy bound is another, but it is not a regulator. The real-time correlation is then \(e^{+i\omega|t|}/(2\omega)\), which has the subtracted sign but the opposite \(i\epsilon\). In a loop with an ordinary scalar particle of energy \(a=\sqrt{k^2+1}\), and \(\omega=\sqrt{k^2+\Lambda^2}\), the frequency integral gives the denominator \(a-\omega=(1-\Lambda^2)/(a+\omega)\) in place of \(a+\omega\). It vanishes at large \(k\), and the logarithmic divergence becomes a quadratic one instead of cancelling. Lorentz invariance could be given up too: smearing the field in space multiplies its matrix elements by some \(f(\mathbf k)\) and the spectral sum by \(|f(\mathbf k)|^2\). That stays positive, yet can fall as fast as one likes with \(|\mathbf k|\) at fixed frequency.

As a regulator, this subtraction is still useful for integrals over a photon momentum, such as the one-loop electron self-energy. It does not regulate the one-loop vacuum polarization, which has no photon line inside the loop. The ghost is a calculational device whose mass is sent to infinity after renormalization, not a property of the exact propagator.

### The summed bubble chain

Your second example is \(D=1/[Q^2(1-\Pi)]\). By (2), at huge \(Q\) it behaves as \(-3\pi/(\alpha Q^2\ln Q^2)\), which does fall faster than \(1/Q^2\). Notice the minus sign: \(1-\Pi\) has passed through zero at some spacelike \(Q_L^2\), the Landau pole. Near it, \(1-\Pi\simeq-\Pi'(Q_L^2)(Q^2-Q_L^2)\), hence

\[
D\simeq-\frac{R}{Q^2-Q_L^2},\qquad R=\frac1{Q_L^2\,\Pi'(Q_L^2)}>0 .
\]

An ordinary particle gives \(+1/(Q^2+\mu^2)\). This pole has the opposite sign, and a negative squared mass besides.

It is also the one extra pole. For complex \(Q^2\),
\[
\mathrm{Im}\,\Pi=\mathrm{Im}(Q^2)\int d\mu^2\frac{\mu^2\rho}{|Q^2+\mu^2|^2}\ne0,
\]
so \(\Pi=1\) is impossible there. On the real axis above the pair cut, \(\Pi\) increases steadily and reaches 1 once. Across the cut, the imaginary part of \(D\) gives a positive density \(\rho_c=\rho/|1-\Pi|^2\). Cauchy's theorem then yields

\[
D=\frac1{Q^2}+\int d\mu^2\frac{\rho_c}{Q^2+\mu^2}-\frac{R}{Q^2-Q_L^2} .
\]

Multiply by \(Q^2\) and let \(Q\to\infty\). The left side vanishes, so

\[
R=1+\int d\mu^2\,\rho_c .
\]

The fast fall requires the ghost to cancel *all* the positive weight, as in Pauli–Villars. Computed separately, the two sides agree:

- For the physical \(\alpha\), both are 1291.534, close to the estimate \(3\pi/\alpha\) from the slope of (2). The pole is at \(Q_L\approx10^{281}m_e\) with electron loops alone; adding muon and tau loops moves it to about \(10^{96}m_e\).
- For a deliberately strong \(\alpha=1\), both are 9.4256, with \(Q_L=10^{2.4085}m_e\approx256\,m_e\).

At \(\alpha=1\) one can watch the cancellation in \(Q^2D\):

| \(Q/m_e\) | positive part | ghost part | total |
|---|---|---|---|
| \(10^2\) | 3.317 | +1.695 | 5.012 |
| \(10^4\) | 8.146 | −9.432 | −1.286 |
| \(10^{12}\) | 9.212 | −9.426 | −0.213 |

Below the pole the ghost term is positive, so nothing looks wrong; the total exceeds 1 and grows. Beyond the pole the total is negative, which (1) forbids.

This does not show that QED contains a ghost. Near \(Q_L\) the effective coupling \(\alpha/(1-\Pi)\) grows without limit, so the omitted diagrams cannot be assumed small. The fast fall is a feature of the approximation where it can no longer be trusted.

### What this means for divergences

Consider a comparison integral with the logarithmic power counting of an electron self-energy (it is not the full self-energy):

\[
J(K)=\frac12\int_0^{K^2}dt\,\frac{t\,D(t)}{t+1}.
\]

For the free photon, \(J=\frac12\ln(1+K^2)\), which diverges. If the exact \(D\) tends to zero at infinity, then \(D\ge1/Q^2\) for \(Z=1\), and the exact photon can only make \(J\) larger. If \(D\) does not tend to zero, \(J\) diverges as well: since \(D^{(n)}\) has one sign, \(D\) is monotonic at large \(t\), so it approaches a nonzero constant or grows without limit, and the integrand does not vanish. For Pauli–Villars, partial fractions give a finite limit:

\[
J(\infty)=\frac{\Lambda^2}{2(\Lambda^2-1)}\int_0^\infty dt\left[\frac1{t+1}-\frac1{t+\Lambda^2}\right]=\frac{\Lambda^2\ln\Lambda^2}{2(\Lambda^2-1)} .
\]

| \(K/m_e\) | free | one-loop | Pauli–Villars |
|---|---|---|---|
| \(10^2\) | 4.605 | 4.617 | 4.259 |
| \(10^4\) | 9.210 | 9.265 | 4.606 |
| \(10^6\) | 13.816 | 13.946 | 4.606 |

The bound concerns the photon propagator alone. A full amplitude also contains exact electron propagators and vertices, about which positivity of \(\rho\) says nothing here, so the argument does not decide whether complete QED is finite. It does exclude the cure you proposed: under the stated assumptions, a faster-falling photon propagator cannot be the agent. The numerical output below gives the values to more digits.

## Numbers as computed

```
Units: hbar = c = m_e = 1
alpha = 0.007297353 (dimensionless)
Pauli-Villars mass Lambda = 100 m_e
rho at mu2 = 9 m_e^2: 7.837285e-05 m_e^-2
Q2*D (dimensionless); the free photon has 1
  Q =      1 m_e: one-loop 1.0001404, Pauli-Villars 0.999900
  Q =     10 m_e: one-loop 1.0023193, Pauli-Villars 0.990099
  Q =    100 m_e: one-loop 1.0058413, Pauli-Villars 0.500000
  Q =   1000 m_e: one-loop 1.0094065, Pauli-Villars 0.009901
Oscillator p^2/2 + x^2/2 + 1*x^4, own units: Q^2*G(Q)
  Q =    1: 0.209545
  Q =   10: 0.961750
  Q =  100: 0.999592
  Q = 1000: 0.999996
Ghost oscillator, omega = 2.0, Q = 1.5 (own units)
  norm of one-quantum state = -1.000
  excitation energy = 2.000
  propagator from time correlation = -0.160000
Summed chain: pole at Q_L, ghost weight R, positive weight 1+int rho_c
  alpha = 0.007297: log10(Q_L/m_e) = 280.8149
    R = 1291.53386, 1+int rho_c = 1291.53386
  alpha = 1.000000: log10(Q_L/m_e) = 2.4085
    R = 9.42564, 1+int rho_c = 9.42564
Summed chain at alpha = 1: Q2*D (dimensionless)
  Q = 1e+01 m_e: total 1.46591 = positive 1.45152 + ghost 0.01439
  Q = 1e+02 m_e: total 5.01183 = positive 3.31662 + ghost 1.69521
  Q = 1e+04 m_e: total -1.28592 = positive 8.14591 + ghost -9.43183
  Q = 1e+08 m_e: total -0.36601 = positive 9.05963 + ghost -9.42564
  Q = 1e+12 m_e: total -0.21337 = positive 9.21227 + ghost -9.42564
Comparison integral J(K) (dimensionless)
  K = 1e+02 m_e: free 4.60522, one-loop 4.61668, Pauli-Villars 4.25907
  K = 1e+04 m_e: free 9.21034, one-loop 9.26512, Pauli-Villars 4.60558
  K = 1e+06 m_e: free 13.81551, one-loop 13.94645, Pauli-Villars 4.60563
  Pauli-Villars limit for infinite K: 4.60563
```
